**Band velocity and inverse mass from a generalized Bloch eigenproblem**

For $Hc_n=e_nSc_n$ with $c_m^\dagger Sc_n=\delta_{mn}$, the program evaluates $v_a=c_n^\dagger(H_a-e_nS_a)c_n$ and the matching inverse mass tensor; subscripts $a$ on the matrices $H$ and $S$ denote derivatives with respect to $k_a$. The model is one electron in a two-dimensional hexagonal cosine potential, with four $s$ Gaussians per cell. The program asserts that both formulas agree with finite differences of separately diagonalized energies for two bands at two $\mathbf k$ points, and that the difference errors fall at the expected rates. It also asserts that velocity and total curvature do not depend on the energy zero or the Bloch phase convention. A Fourier-grid calculation tests the integrals and the relation between band velocity and mean momentum, and plane waves test a dense Gaussian basis. At the zone corner, the slopes from a $2\times2$ degenerate block are compared with finite differences. The output shows a largest inverse-mass deviation of $1.3\times10^{-7}$ in units of $1/m_e$ for the three-step difference rule. It also shows that the small basis overestimates the speed at the general $\mathbf k$ point by about 8% relative to plane waves.

## Program and output

```python
"""
Band velocity and inverse effective mass in a nonorthogonal Bloch basis.

Result under test, for H(k) c_n = e_n S(k) c_n with c_m^+ S c_n = delta_mn:
  v_a      = c_n^+ (H_a - e_n S_a) c_n
  (1/m)_ab = c_n^+ (H_ab - e_n S_ab - v_a S_b - v_b S_a) c_n
             + 2 Re sum_{m != n} conj(M^a_m) M^b_m / (e_n - e_m),
  M^a_m    = c_m^+ (H_a - e_n S_a) c_n.
Subscripts a, b on H and S are derivatives with respect to k_a, k_b.
Model: one electron in two dimensions, V(r) = V0 * sum of cos(G.r) over the
three shortest independent reciprocal vectors G of a hexagonal lattice.
Basis: normalized s Gaussians. Hartree atomic units throughout.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

LATTICE = 4.0      # lattice constant, bohr
V0 = 1.0           # potential amplitude, hartree
a1 = LATTICE * np.array([1.0, 0.0])
a2 = LATTICE * np.array([0.5, np.sqrt(3) / 2])
b1, b2 = 2 * np.pi * np.linalg.inv(np.array([a1, a2])).T
SHELL = np.array([b1, b2, b1 + b2])
G_LENGTH = np.linalg.norm(b1)
AREA = LATTICE**2 * np.sqrt(3) / 2
CELLS = np.array([i * a1 + j * a2 for i in range(-5, 6) for j in range(-5, 6)])


def gaussian_tables(centres, exps, shift=0.0, site_phase=False):
    """Real-space overlap and Hamiltonian integrals, and the phase vectors."""
    A = centres[None, :, None, :]
    B = CELLS[:, None, None, :] + centres[None, None, :, :]
    al, be = exps[None, :, None], exps[None, None, :]
    p = al + be
    mu = al * be / p
    d2 = ((A - B)**2).sum(-1)
    s = 2 * np.sqrt(al * be) / p * np.exp(-mu * d2)
    kinetic = 2 * mu * (1 - mu * d2) * s
    P = (al[..., None] * A + be[..., None] * B) / p[..., None]
    potential = V0 * s * np.exp(-G_LENGTH**2 / (4 * p)) * np.cos(P @ SHELL.T).sum(-1)
    if site_phase:
        D = B - A
    else:
        D = np.broadcast_to(CELLS[:, None, None, :], P.shape)
    return s, kinetic + potential + shift * s, D


def gaussian_matrices(k, tables):
    """H, S and their first and second k-derivatives from lattice sums."""
    s, h, D = tables
    phase = np.exp(1j * (D @ k))
    out = []
    for table in (h, s):
        f = phase * table
        first = np.array([(1j * D[..., a] * f).sum(0) for a in (0, 1)])
        second = np.array([[-(D[..., a] * D[..., b] * f).sum(0) for b in (0, 1)]
                           for a in (0, 1)])
        out += [f.sum(0), first, second]
    return out


def gaussian_energies(k, tables):
    s, h, D = tables
    phase = np.exp(1j * (D @ k))
    return eigh((phase * h).sum(0), (phase * s).sum(0), eigvals_only=True)


PW = np.array([i * b1 + j * b2 for i in range(-6, 7) for j in range(-6, 7)])
PW_DISTANCE = np.linalg.norm(PW[:, None] - PW[None], axis=-1)
PW_POTENTIAL = 0.5 * V0 * np.isclose(PW_DISTANCE, G_LENGTH)


def pw_energies(k):
    kinetic = 0.5 * ((PW + k)**2).sum(1)
    return np.linalg.eigvalsh(np.diag(kinetic) + PW_POTENTIAL)


def pw_matrices(k):
    n = len(PW)
    H = np.diag(0.5 * ((PW + k)**2).sum(1)) + PW_POTENTIAL
    dH = np.array([np.diag((PW + k)[:, a]) for a in (0, 1)])
    ddH = np.eye(2)[:, :, None, None] * np.eye(n)
    return [H, dH, ddH, np.eye(n), np.zeros((2, n, n)), np.zeros((2, 2, n, n))]


def band_properties(matrices, n):
    """Evaluate the velocity and inverse-mass formulas for band n."""
    H, dH, ddH, S, dS, ddS = matrices
    e, C = eigh(H, S)
    c = C[:, n]

    def mean(X):
        return np.real(np.einsum('i,...ij,j->...', c.conj(), X, c))

    v = mean(dH - e[n] * dS)
    ds = mean(dS)
    cross = -(np.outer(v, ds) + np.outer(ds, v))
    direct = mean(ddH - e[n] * ddS) + cross
    M = np.array([C.conj().T @ (dH[a] - e[n] * dS[a]) @ c for a in (0, 1)])
    others = np.arange(len(e)) != n
    weight = 2 / (e[n] - e[others])
    inter = np.real((M[:, others].conj() * weight) @ M[:, others].T)
    return dict(e=e[n], v=v, ds=ds, dh=mean(dH), cross=cross, direct=direct,
                inter=inter, curv=direct + inter, c=c)


STEP = np.eye(2)


def central_gradient(f, k, h):
    return np.array([(f(k + h * q) - f(k - h * q)) / (2 * h) for q in STEP])


def central_hessian(f, k, h):
    return np.array([[(f(k + h * (p + q)) - f(k + h * (p - q)) - f(k - h * (p - q))
                       + f(k - h * (p + q))) / (4 * h * h) for q in STEP] for p in STEP])


def two_step(rule, f, k, h):
    """Combine steps h and 2h: the h^2 error cancels, an h^4 error remains."""
    return (4 * rule(f, k, h) - rule(f, k, 2 * h)) / 3


def extrapolated(rule, f, k, h=0.0025):
    """Combine steps h, 2h and 4h: the h^2 and h^4 errors cancel."""
    d1, d2, d4 = (rule(f, k, m * h) for m in (1, 2, 4))
    return (16 * (4 * d1 - d2) / 3 - (4 * d2 - d4) / 3) / 15


def real_space_check(k, band, centres, exps, N=40):
    """Energy, <p> and basis-motion term from the orbital on a Fourier grid."""
    x = np.arange(N) / N
    r = x[:, None, None] * a1 + x[None, :, None] * a2
    w = CELLS[:, None, None, :] - r
    phase = np.exp(1j * (w @ k))
    u = np.zeros((N, N), complex)
    du = np.zeros((2, N, N), complex)
    for coef, tau, al in zip(band['c'], centres, exps):
        g = np.sqrt(2 * al / np.pi) * np.exp(-al * ((w + tau)**2).sum(-1))
        f = coef * phase * g
        u += f.sum(0)
        for a in (0, 1):
            du[a] += (1j * w[..., a] * f).sum(0)
    m = np.fft.fftfreq(N, 1 / N)
    q = m[:, None, None] * b1 + m[None, :, None] * b2 + k
    uG = np.fft.fft2(u) / N**2
    V = V0 * np.cos(r @ SHELL.T).sum(-1)
    Hu = np.fft.ifft2(0.5 * (q**2).sum(-1) * uG) * N**2 + V * u
    dA = AREA / N**2
    norm = dA * (abs(u)**2).sum()
    energy = dA * np.real((u.conj() * Hu).sum())
    momentum = AREA * (abs(uG)[..., None]**2 * q).sum((0, 1))
    motion = 2 * dA * np.real((du.conj() * (Hu - band['e'] * u)).sum((1, 2)))
    return norm, energy, momentum, motion


def show(label, value, unit, fmt='.6f'):
    text = ' '.join(format(float(z), fmt) for z in np.ravel(value))
    print(f'{label}: {text} {unit}')


# Small basis: two exponents on each of the two potential minima.
site = (a1 + a2) / 3
centres = np.array([site, site, 2 * site, 2 * site])
exps = np.array([0.3, 1.0, 0.3, 1.0])
small = gaussian_tables(centres, exps)
k0 = np.array([0.3, 0.2])
gamma = np.zeros(2)

# Velocity and curvature against differences of independently found energies.
fd_error_v = fd_error_m = 0.0
two_step_sizes = [0.01, 0.005]
two_step_error = np.zeros(2)
for k in (k0, gamma):
    for n in (0, 1):
        band = band_properties(gaussian_matrices(k, small), n)
        f = lambda q, n=n: gaussian_energies(q, small)[n]
        fd_error_v = max(fd_error_v, abs(extrapolated(central_gradient, f, k) - band['v']).max())
        fd_error_m = max(fd_error_m, abs(extrapolated(central_hessian, f, k) - band['curv']).max())
        deviation = [abs(two_step(central_hessian, f, k, h) - band['curv']).max()
                     for h in two_step_sizes]
        two_step_error = np.maximum(two_step_error, deviation)
assert fd_error_v < 1e-7
assert fd_error_m < 1e-5
# A fourth-order truncation error falls sixteenfold when the step is halved.
assert 12 < two_step_error[0] / two_step_error[1] < 20

low = band_properties(gaussian_matrices(k0, small), 0)
lowest = lambda q: gaussian_energies(q, small)[0]
fd_v = extrapolated(central_gradient, lowest, k0)
fd_m = extrapolated(central_hessian, lowest, k0)
steps = [0.02, 0.01]
err_v = [np.linalg.norm(central_gradient(lowest, k0, h) - low['v']) for h in steps]
err_m = [np.linalg.norm(central_hessian(lowest, k0, h) - low['curv']) for h in steps]
assert 3.8 < err_v[0] / err_v[1] < 4.2
assert 3.8 < err_m[0] / err_m[1] < 4.2

# The overlap terms matter, and restore independence of the energy zero.
assert np.linalg.norm(low['dh'] - fd_v) > 1e-3
assert abs(low['cross']).max() > 1e-3
shifted = band_properties(gaussian_matrices(k0, gaussian_tables(centres, exps, shift=1.0)), 0)
assert np.allclose(shifted['v'], low['v'], atol=1e-9)
assert np.allclose(shifted['curv'], low['curv'], atol=1e-8)
assert np.linalg.norm(shifted['dh'] - low['dh']) > 1e-3

# Phases that include the site positions.
sited = band_properties(gaussian_matrices(k0, gaussian_tables(centres, exps, site_phase=True)), 0)
assert np.allclose(sited['v'], low['v'], atol=1e-9)
assert np.allclose(sited['curv'], low['curv'], atol=1e-8)
assert abs(sited['inter'] - low['inter']).max() > 1e-3

# Momentum relation in the small basis and in a dense grid of Gaussians.
grid = np.array([(i * a1 + j * a2) / 6 for i in range(6) for j in range(6)])
grid_exps = np.full(len(grid), 2.0)
dense = gaussian_tables(grid, grid_exps)
rich = band_properties(gaussian_matrices(k0, dense), 0)
momentum, motion = [], []
for band, cen, ex in ((low, centres, exps), (rich, grid, grid_exps)):
    norm, energy, p_mean, extra = real_space_check(k0, band, cen, ex)
    assert abs(norm - 1) < 1e-8 and abs(energy - band['e']) < 1e-8
    assert np.allclose(p_mean + extra, band['v'], atol=1e-7)
    momentum.append(p_mean)
    motion.append(extra)
assert np.linalg.norm(motion[0]) > 10 * np.linalg.norm(motion[1])

# Plane waves: formula with S = 1, and an outside reference for the Gaussians.
pw_low = lambda q: pw_energies(q)[0]
pw_v = extrapolated(central_gradient, pw_low, k0)
pw_m = extrapolated(central_hessian, pw_low, k0)
pw_band = band_properties(pw_matrices(k0), 0)
assert np.allclose(pw_band['v'], pw_v, atol=1e-7)
assert np.allclose(pw_band['curv'], pw_m, atol=1e-5)
assert abs(rich['e'] - pw_low(k0)) < 1e-3
assert np.allclose(rich['v'], pw_v, atol=1e-3)
assert np.allclose(rich['curv'], pw_m, atol=1e-2)

# Zone centre: isotropic mass.
centre_band = band_properties(gaussian_matrices(gamma, small), 0)
assert np.allclose(centre_band['curv'], centre_band['curv'][0, 0] * np.eye(2), atol=1e-8)
pw_centre = extrapolated(central_hessian, pw_low, gamma)[0, 0]

# Zone corner: slopes of two crossing bands from the degenerate block.
K = (2 * b1 + b2) / 3
H, dH, ddH, S, dS, ddS = gaussian_matrices(K, small)
eK, CK = eigh(H, S)
assert abs(eK[1] - eK[0]) < 1e-9
pair = CK[:, :2]
cone_step = 2e-4
slopes, fd_slopes = [], []
for angle in (0.0, np.radians(25)):
    q = np.array([np.cos(angle), np.sin(angle)])
    block = pair.conj().T @ np.tensordot(q, dH - eK[0] * dS, axes=1) @ pair
    slopes.append(np.linalg.eigvalsh(block))
    fd_slopes.append((gaussian_energies(K + cone_step * q, small)[1]
                      - gaussian_energies(K - cone_step * q, small)[0]) / (2 * cone_step))
slopes = np.array(slopes)
assert np.allclose(slopes[:, 1], fd_slopes, atol=1e-5)
assert np.allclose(slopes[:, 0], -slopes[:, 1], atol=1e-8)
assert abs(slopes[0, 1] - slopes[1, 1]) < 1e-8
cone = slopes[0, 1]
hx = np.array([cone_step, 0.0])
pw_cone = (pw_energies(K + hx)[1] - pw_energies(K - hx)[0]) / (2 * cone_step)
offset = 0.002
near = band_properties(gaussian_matrices(K + np.array([offset, 0.0]), small), 1)
assert abs(near['curv'][1, 1] * offset / cone - 1) < 0.05

au_velocity = physical_constants['atomic unit of velocity'][0]
inv_masses = np.linalg.eigvalsh(low['curv'])
XX = ['xx', 'xy', 'yy']
tri = lambda T: [T[0, 0], T[0, 1], T[1, 1]]
show('lattice constant', LATTICE, 'bohr', '.1f')
show('potential amplitude V0', V0, 'hartree', '.1f')
show('small-basis exponents on each minimum', exps[:2], 'bohr^-2', '.1f')
show('general k point (x y)', k0, 'bohr^-1', '.2f')
print('-- lowest band at general k, small basis; tensors as', *XX)
show('energy', low['e'], 'hartree')
show('c+ H_a c (x y)', low['dh'], 'a.u. velocity')
show('c+ S_a c (x y)', low['ds'], 'bohr')
show('velocity formula (x y)', low['v'], 'a.u. velocity')
show('velocity finite difference (x y)', fd_v, 'a.u. velocity')
show('speed', np.linalg.norm(low['v']), 'a.u. velocity')
show('speed converted', np.linalg.norm(low['v']) * au_velocity, 'm/s', '.4e')
show('c+ H_a c after +1 hartree shift (x y)', shifted['dh'], 'a.u. velocity')
show('cross terms -v_a S_b - v_b S_a', tri(low['cross']), '1/m_e')
show('direct part, incl. cross terms', tri(low['direct']), '1/m_e')
show('interband part', tri(low['inter']), '1/m_e')
show('inverse mass formula', tri(low['curv']), '1/m_e')
show('inverse mass finite difference', tri(fd_m), '1/m_e')
show('principal masses', 1 / inv_masses, 'm_e')
show('direct part, site phases', tri(sited['direct']), '1/m_e')
show('interband part, site phases', tri(sited['inter']), '1/m_e')
print('-- finite-difference tests')
show('step sizes', steps, 'bohr^-1', '.2f')
show('velocity error at these steps', err_v, 'a.u. velocity', '.3e')
show('inverse-mass error at these steps', err_m, '1/m_e', '.3e')
show('error ratios (velocity, inverse mass)', [err_v[0] / err_v[1], err_m[0] / err_m[1]], '', '.3f')
show('two-step rule: smaller step of each pair', two_step_sizes, 'bohr^-1', '.3f')
show('two-step rule: largest inverse-mass error, 2 bands, 2 k', two_step_error, '1/m_e', '.2e')
show('three-step rule: largest velocity error, 2 bands, 2 k', fd_error_v, 'a.u. velocity', '.1e')
show('three-step rule: largest inverse-mass error', fd_error_m, '1/m_e', '.1e')
print('-- momentum relation and basis error at general k')
show('<p> small basis (x y)', momentum[0], 'a.u. velocity')
show('basis-motion term small basis (x y)', motion[0], 'a.u. velocity')
show('dense-basis functions per cell', len(grid), '', '.0f')
show('dense-basis exponent', grid_exps[0], 'bohr^-2', '.1f')
show('basis-motion term dense basis (x y)', motion[1], 'a.u. velocity', '.2e')
show('energy dense basis, plane waves', [rich['e'], pw_low(k0)], 'hartree')
show('velocity dense basis (x y)', rich['v'], 'a.u. velocity')
show('velocity plane waves (x y)', pw_v, 'a.u. velocity')
show('inverse mass dense basis', tri(rich['curv']), '1/m_e')
show('inverse mass plane waves', tri(pw_m), '1/m_e')
print('-- zone centre and zone corner')
show('Gamma direct, interband xx', [centre_band['direct'][0, 0], centre_band['inter'][0, 0]], '1/m_e')
show('Gamma mass small basis, plane waves', [1 / centre_band['curv'][0, 0], 1 / pw_centre], 'm_e')
show('K point (x y)', K, 'bohr^-1')
show('K energy of the crossing', eK[0], 'hartree')
show('K slopes from 2x2 block', slopes[0], 'a.u. velocity')
show('K slope finite difference (0, 25 degrees)', fd_slopes, 'a.u. velocity')
show('K slope plane waves', pw_cone, 'a.u. velocity')
show('offset from K along x', offset, 'bohr^-1', '.3f')
show('transverse curvature there, and slope/offset', [near['curv'][1, 1], cone / offset], '1/m_e', '.2f')
print('tests ok')
```

It prints:

```
lattice constant: 4.0 bohr
potential amplitude V0: 1.0 hartree
small-basis exponents on each minimum: 0.3 1.0 bohr^-2
general k point (x y): 0.30 0.20 bohr^-1
-- lowest band at general k, small basis; tensors as xx xy yy
energy: -0.419815 hartree
c+ H_a c (x y): 0.364312 0.248330 a.u. velocity
c+ S_a c (x y): -0.288354 -0.203858 bohr
velocity formula (x y): 0.243257 0.162747 a.u. velocity
velocity finite difference (x y): 0.243257 0.162747 a.u. velocity
speed: 0.292678 a.u. velocity
speed converted: 6.4029e+05 m/s
c+ H_a c after +1 hartree shift (x y): 0.075958 0.044472 a.u. velocity
cross terms -v_a S_b - v_b S_a: 0.140288 0.096519 0.066355 1/m_e
direct part, incl. cross terms: 1.617626 0.441070 1.079806 1/m_e
interband part: -0.886059 -0.501699 -0.284926 1/m_e
inverse mass formula: 0.731566 -0.060629 0.794879 1/m_e
inverse mass finite difference: 0.731566 -0.060629 0.794879 1/m_e
principal masses: 1.439207 1.202474 m_e
direct part, site phases: 0.797047 -0.019803 0.821161 1/m_e
interband part, site phases: -0.065481 -0.040826 -0.026282 1/m_e
-- finite-difference tests
step sizes: 0.02 0.01 bohr^-1
velocity error at these steps: 5.973e-05 1.493e-05 a.u. velocity
inverse-mass error at these steps: 6.216e-04 1.554e-04 1/m_e
error ratios (velocity, inverse mass): 4.001 4.001 
two-step rule: smaller step of each pair: 0.010 0.005 bohr^-1
two-step rule: largest inverse-mass error, 2 bands, 2 k: 2.37e-03 1.56e-04 1/m_e
three-step rule: largest velocity error, 2 bands, 2 k: 3.8e-13 a.u. velocity
three-step rule: largest inverse-mass error: 1.3e-07 1/m_e
-- momentum relation and basis error at general k
<p> small basis (x y): 0.195793 0.131384 a.u. velocity
basis-motion term small basis (x y): 0.047463 0.031363 a.u. velocity
dense-basis functions per cell: 36 
dense-basis exponent: 2.0 bohr^-2
basis-motion term dense basis (x y): 1.01e-05 6.76e-06 a.u. velocity
energy dense basis, plane waves: -0.458261 -0.458269 hartree
velocity dense basis (x y): 0.225051 0.150266 a.u. velocity
velocity plane waves (x y): 0.225042 0.150261 a.u. velocity
inverse mass dense basis: 0.704520 -0.033041 0.738355 1/m_e
inverse mass plane waves: 0.704488 -0.033043 0.738326 1/m_e
-- zone centre and zone corner
Gamma direct, interband xx: 1.656897 -0.794207 1/m_e
Gamma mass small basis, plane waves: 1.159165 1.285020 m_e
K point (x y): 1.047198 0.000000 bohr^-1
K energy of the crossing: -0.112435 hartree
K slopes from 2x2 block: -0.495418 0.495418 a.u. velocity
K slope finite difference (0, 25 degrees): 0.495418 0.495418 a.u. velocity
K slope plane waves: 0.478248 a.u. velocity
offset from K along x: 0.002 bohr^-1
transverse curvature there, and slope/offset: 249.85 247.71 1/m_e
tests ok
```
